# Why Thomas-Fermi theory gives neutral jellium a zero work function: verification in Python

```python
"""Zero work function of neutral half-space jellium in Thomas-Fermi theory.

Result under test: with background density nbar for x < 0 and none for x > 0,
the chemical potential mu equals the vacuum level, so W = v(+inf) - mu = 0.
v: electron potential energy; u = mu - v; n = (2u)^(3/2)/(3 pi^2) for u > 0.
Outside the metal u = A/(x+b)^4, and u(0) = 3/5 of the Fermi energy.
Hartree atomic units inside the program; eV and nm in the printed output.
The solver imposes neutrality (no field at a distant wall), never the value of mu.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import beta, expit

pi = np.pi
EV = const.physical_constants["Hartree energy in eV"][0]
NM = const.physical_constants["Bohr radius"][0] * 1e9
FIELD_UNIT = const.physical_constants["atomic unit of electric field"][0]
TAIL = 225 * pi**2 / 8          # the constant A of the outside solution


def fermi_k(nbar):
    return (3 * pi**2 * nbar) ** (1 / 3)


def tail_offset(nbar):
    """Length b from the surface value u(0) = 3/5 Fermi energy."""
    return (TAIL / (0.3 * fermi_k(nbar) ** 2)) ** 0.25


def thomas_fermi(nbar, wall, field=0.0, depth=40.0, h=0.05):
    """Finite-volume Newton solution; u' = -field at the outer wall."""
    x = h * np.arange(-round(depth / h), round(wall / h) + 1)
    background = nbar * np.where(x < -h / 4, 1.0, 0.0)
    background[np.abs(x) < h / 4] = nbar / 2
    weight = np.full(x.size, h)
    weight[[0, -1]] = h / 2
    u = np.full(x.size, fermi_k(nbar) ** 2 / 2)
    converged = False
    for _ in range(150):
        k = np.sqrt(2 * np.maximum(u, 0))
        flux = np.diff(u) / h
        residual = 4 * pi * weight * (k**3 / (3 * pi**2) - background)
        residual[:-1] -= flux
        residual[1:] += flux
        residual[-1] += field
        bands = np.zeros((3, x.size))
        bands[0, 1:] = -1 / h
        bands[2, :-1] = -1 / h
        bands[1] = 4 * pi * weight * k / pi**2
        bands[1, :-1] += 1 / h
        bands[1, 1:] += 1 / h
        step = solve_banded((1, 1), bands, residual)
        u = u - step
        if np.max(np.abs(step)) < 1e-11:
            converged = True
            break
    assert converged
    n = (2 * np.maximum(u, 0)) ** 1.5 / (3 * pi**2)
    return x, u, n, background, weight


# ---- Example: valence density of bcc sodium, rough lattice constant ----
lattice_nm = 0.43
nbar = 2 / (lattice_nm / NM) ** 3
kf = fermi_k(nbar)
ef = kf**2 / 2
b = tail_offset(nbar)
rs = (3 / (4 * pi * nbar)) ** (1 / 3)
print(f"lattice constant (rough input) = {lattice_nm:.2f} nm")
print(f"electron density = {nbar / NM**3:.2f} nm^-3")
print(f"density radius r_s = {rs:.3f} bohr")
print(f"Fermi wavenumber = {kf / NM:.3f} nm^-1")
print(f"Fermi energy = {ef * EV:.4f} eV")
print(f"tail constant A = {TAIL:.2f} hartree bohr^4")
print(f"tail offset b = {b * NM:.4f} nm")

# ---- mu meets the vacuum level as the neutral wall recedes ----
wall_factor = (beta(0.1, 0.5) / 10) ** 4
print(f"wall factor from theory = {wall_factor:.4f}")
gaps = []
for wall_nm in (2.5, 5.0, 10.0):
    x, u, n, background, weight = thomas_fermi(nbar, wall_nm / NM)
    ratio = u[-1] * (x[-1] + b) ** 4 / TAIL
    assert abs(ratio / wall_factor - 1) < 3e-3   # second-order grid error
    gaps.append(u[-1])
    print(f"wall {wall_nm:4.1f} nm: mu - v(wall) = {u[-1] * EV * 1e3:.5f} meV")
    print(f"  wall factor from solution = {ratio:.4f}")
assert gaps[0] > gaps[1] > gaps[2] > 0 and gaps[2] < 1e-5 * ef
for radius in (2.0, 6.0):
    other = 3 / (4 * pi * radius**3)
    xo, uo, _, _, _ = thomas_fermi(other, 100.0)
    ratio = uo[-1] * (xo[-1] + tail_offset(other)) ** 4 / TAIL
    assert abs(ratio / wall_factor - 1) < 3e-3
    print(f"r_s = {radius:.0f} bohr: wall factor = {ratio:.4f}")

# ---- Surface value, tail, dipole and spilled charge (10 nm wall) ----
zero = int(np.argmin(np.abs(x)))
assert abs(u[zero] / ef - 0.6) < 1e-3
near = (x >= 0) & (x <= 20)
assert np.max(np.abs(u[near] * (x[near] + b) ** 4 / TAIL - 1)) < 3e-3
dipole = 4 * pi * np.sum(weight * x * (n - background))
assert abs(dipole / ef - 1) < 1e-4
spill = np.trapezoid(n[zero:], x[zero:]) if hasattr(np, "trapezoid") \
    else np.trapz(n[zero:], x[zero:])
spill_formula = TAIL / (pi * b**5)
assert abs(spill / spill_formula - 1) < 3e-3
print(f"u(0)/Fermi energy from solution = {u[zero] / ef:.5f}")
print(f"u(0) = {u[zero] * EV:.4f} eV")
print(f"dipole barrier from density = {dipole * EV:.4f} eV")
print(f"dipole barrier - Fermi energy = {(dipole - ef) * EV * 1e3:.4f} meV")
print(f"spilled electrons, solution = {spill / NM**2:.4f} nm^-2")
print(f"spilled electrons, formula = {spill_formula / NM**2:.4f} nm^-2")

# ---- Positively charged metal: finite edge, no vacuum level at infinity ----
field_mv_cm = 0.1
field = field_mv_cm * 1e8 / FIELD_UNIT
xc, uc, _, _, _ = thomas_fermi(nbar, 10.0 / NM, field)
last = np.flatnonzero(uc > 0)[-1]
edge = xc[last] + (xc[last + 1] - xc[last]) * uc[last] / (uc[last] - uc[last + 1])
pressure_factor = 0.4 * 2**1.5 / (3 * pi**2)
scale = (field**2 / (8 * pi * pressure_factor)) ** 0.4
edge_formula = 0.4 * beta(0.4, 0.1) * scale / field - b
assert abs(edge / edge_formula - 1) < 5e-3
assert abs(-uc[-1] / (field * (xc[-1] - edge)) - 1) < 1e-3
print(f"charged metal: outside field = {field_mv_cm:.2f} MV/cm")
print(f"  electron edge, solution = {edge * NM:.4f} nm")
print(f"  electron edge, formula = {edge_formula * NM:.4f} nm")
print(f"  v - mu at 10 nm = {-uc[-1] * EV:.4f} eV")

# ---- Where the local and zero-temperature assumptions fail ----
# The curvature of u jumps at x = 0, so only vacuum-side points are used.
x_out = x[zero:]
inverse_k = 1 / np.sqrt(2 * u[zero:])
index_numeric = np.gradient(inverse_k, x_out[1] - x_out[0], edge_order=2)
index_surface = 4 * b / (15 * pi)
unit_distance = 15 * pi / 4 - b
index_at_unit = np.interp(unit_distance, x_out, index_numeric)
assert abs(index_numeric[0] / index_surface - 1) < 3e-3
assert abs(index_at_unit - 1) < 3e-3
thermal = const.k * 300 / const.e / EV
thermal_distance = (TAIL / thermal) ** 0.25 - b
assert abs(np.interp(thermal_distance, x, u) / thermal - 1) < 5e-3
print(f"wavelength index at surface, formula = {index_surface:.4f}")
print(f"wavelength index at surface, solution = {index_numeric[0]:.4f}")
print(f"index reaches one at x = {unit_distance * NM:.4f} nm")
print(f"  index there from solution = {index_at_unit:.4f}")
print(f"thermal energy at 300 K = {thermal * EV:.5f} eV")
print(f"u equals thermal energy at x = {thermal_distance * NM:.4f} nm")


# ---- Gradient-free theory with local exchange: minimize over the edge ----
def number(k):
    return k**3 / (3 * pi**2)


def local_mu(k):
    return k**2 / 2 - k / pi


def energy(k):
    return number(k) * (0.3 * k**2 - 0.75 * k / pi)


def pressure(k):
    return number(k) * local_mu(k) - energy(k)


def surface_energy(k_edge):
    """Energy per area of a neutral profile ending at local wavenumber k_edge."""
    mu0 = local_mu(kf) - (pressure(kf) - pressure(k_edge)) / nbar
    k0 = 1 / pi + np.sqrt(1 / pi**2 + 2 * mu0)

    def outer(s):
        k = k_edge + s * s
        slope = np.sqrt(8 * pi * (pressure(k) - pressure(k_edge)))
        return (energy(k) + slope**2 / (8 * pi)) * (k - 1 / pi) * 2 * s / slope

    def inner(k):
        excess = pressure(k) - pressure(kf) - nbar * (local_mu(k) - local_mu(kf))
        slope = np.sqrt(8 * pi * excess)
        return (energy(k) - energy(kf) + excess) * (k - 1 / pi) / slope

    accuracy = dict(epsabs=1e-13, epsrel=1e-10)
    return (quad(outer, 0, np.sqrt(k0 - k_edge), **accuracy)[0]
            + quad(inner, k0, kf, **accuracy)[0])


best = minimize_scalar(surface_energy, bounds=(0.35, 0.43), method="bounded",
                       options={"xatol": 1e-7})
w_exchange = -local_mu(best.x)
w_exchange_formula = 15 / (32 * pi**2)
assert abs(w_exchange / w_exchange_formula - 1) < 2e-3
print(f"W with local exchange, minimized = {w_exchange * EV:.4f} eV")
print(f"W with local exchange, formula = {w_exchange_formula * EV:.4f} eV")


# ---- Kohn-Sham jellium slabs: size of all neglected electronic effects ----
def xc_potential(n):
    n = np.maximum(n, 1e-14)
    r = (3 / (4 * pi * n)) ** (1 / 3)
    wigner = -0.44 / (r + 7.8) - r / 3 * 0.44 / (r + 7.8) ** 2
    return -fermi_k(n) / pi + wigner


def kohn_sham_slab(width, h=0.2, vacuum=18.0):
    """Return work function and mean Hartree potential at the slab centre."""
    m = int((width / 2 + vacuum) / h)
    x = h * np.arange(-m, m + 1)
    background = nbar * np.clip((width / 2 - np.abs(x)) / h + 0.5, 0, 1)
    electrons = background.sum() * h
    profile = expit(width / 2 + 1 - np.abs(x))
    laplace = (2 * np.eye(x.size) - np.eye(x.size, k=1)
               - np.eye(x.size, k=-1)) / h**2
    response = 4 * kf / pi * profile
    inverse = np.linalg.inv(laplace + np.diag(response)
                            - np.outer(response, response) / response.sum())
    hartree = -0.05 * profile
    n_mixed = nbar * profile
    off = np.full(x.size - 1, -0.5 / h**2)
    for _ in range(300):
        diagonal = 1 / h**2 + hartree + xc_potential(n_mixed)
        levels, waves = eigh_tridiagonal(diagonal, off, select="i",
                                         select_range=(0, 24))
        for filled in range(1, 25):
            mu = (pi * electrons + levels[:filled].sum()) / filled
            if mu <= levels[filled]:
                break
        occupation = np.maximum(mu - levels, 0) / pi
        n_new = waves**2 @ occupation / h
        change = inverse @ (4 * pi * (n_new - background) - laplace @ hartree)
        mismatch = np.max(np.abs(n_new - n_mixed)) / nbar
        if np.max(np.abs(change)) < 1e-6 and mismatch < 1e-5:
            centre = np.abs(x) <= pi / kf
            return -mu, hartree[centre].mean()
        hartree = hartree + 0.7 * change
        n_mixed = n_mixed + 0.25 * (n_new - n_mixed)
    raise AssertionError("Kohn-Sham iteration did not converge")


# Widths span one quantum-size period, half a Fermi wavelength.
slabs = np.array([kohn_sham_slab(q * pi / kf) for q in (8, 8.25, 8.5, 8.75)])
w_ks = slabs[:, 0].mean()
barrier_ks = -slabs[:, 1].mean()
bulk_mu = ef + float(xc_potential(np.array(nbar)))
# Finite slabs leave quantum-size errors of some hundredths of an eV.
assert abs(w_ks - (barrier_ks - bulk_mu)) * EV < 0.1
assert np.ptp(slabs[:, 0]) * EV < 0.3
assert w_ks > w_exchange_formula
print(f"Kohn-Sham W, mean of 4 slabs = {w_ks * EV:.3f} eV")
print(f"  spread over the slabs = {np.ptp(slabs[:, 0]) * EV:.3f} eV")
print(f"  electrostatic barrier = {barrier_ks * EV:.3f} eV")
print(f"  bulk chemical potential = {bulk_mu * EV:.3f} eV")
print(f"  barrier - bulk value = {(barrier_ks - bulk_mu) * EV:.3f} eV")
print("all tests passed")
```

Running it gives:

```
lattice constant (rough input) = 0.43 nm
electron density = 25.16 nm^-3
density radius r_s = 4.001 bohr
Fermi wavenumber = 9.065 nm^-1
Fermi energy = 3.1305 eV
tail constant A = 277.58 hartree bohr^4
tail offset b = 0.4214 nm
wall factor from theory = 1.6438
wall  2.5 nm: mu - v(wall) = 1.33610 meV
  wall factor from solution = 1.6439
wall  5.0 nm: mu - v(wall) = 0.11265 meV
  wall factor from solution = 1.6439
wall 10.0 nm: mu - v(wall) = 0.00826 meV
  wall factor from solution = 1.6439
r_s = 2 bohr: wall factor = 1.6439
r_s = 6 bohr: wall factor = 1.6439
u(0)/Fermi energy from solution = 0.60000
u(0) = 1.8783 eV
dipole barrier from density = 3.1305 eV
dipole barrier - Fermi energy = -0.0083 meV
spilled electrons, solution = 0.9855 nm^-2
spilled electrons, formula = 0.9853 nm^-2
charged metal: outside field = 0.10 MV/cm
  electron edge, solution = 1.8209 nm
  electron edge, formula = 1.8208 nm
  v - mu at 10 nm = 0.0818 eV
wavelength index at surface, formula = 0.6759
wavelength index at surface, solution = 0.6759
index reaches one at x = 0.2020 nm
  index there from solution = 1.0000
thermal energy at 300 K = 0.02585 eV
u equals thermal energy at x = 0.8089 nm
W with local exchange, minimized = 1.2924 eV
W with local exchange, formula = 1.2924 eV
Kohn-Sham W, mean of 4 slabs = 3.066 eV
  spread over the slabs = 0.027 eV
  electrostatic barrier = 0.912 eV
  bulk chemical potential = -2.153 eV
  barrier - bulk value = 3.066 eV
all tests passed
```
